Steady pressure of a pumped chamber fed through a small aperture

**Problem**

A large reservoir holds hydrogen gas (H₂) at a constant pressure P₀ = 5.0 Pa and temperature T = 300 K. A thin foil with a round hole of area A = 1.0 mm² separates it from a chamber of volume V = 20 L, also at 300 K. A pump removes gas from the chamber at the speed S = 440 L/s. This speed is the volume of hydrogen removed per second, measured at the chamber pressure.

(a) Treat the foil as infinitely thin and ignore collisions between molecules near the hole. Find the rate at which gas passes through the hole.

(b) Find the steady pressure in the chamber and the time needed to approach it. When may the flow back into the reservoir be neglected?

(c) Is it justified to ignore collisions? Estimate how much they change the answer. Take the molecules as hard spheres with a rough diameter d = 0.27 nm.

(d) Estimate the effects of a foil thickness L = 20 μm and of gas released by 0.5 m² of chamber wall, at a rough rate of 1×10⁻⁶ Pa m³/s per m².

**Solution**

**(a) Flow through the hole**

Let n₀ be the number of molecules per volume in the reservoir, m the mass of one molecule and k the Boltzmann constant. Take the z axis through the hole, pointing into the chamber. In equilibrium the velocity component v_z has the Maxwell distribution

f(v_z) = √(m/(2πkT)) exp(−m v_z²/(2kT)).

Consider molecules with a given velocity and v_z > 0. Those that cross the hole during a short time dt fill a slanted cylinder with base A and height v_z dt, so its volume is A v_z dt. Sideways motion tilts the cylinder without changing its volume. Adding all positive v_z gives the number crossing per second:

n₀ A ∫₀^∞ v_z f(v_z) dv_z = n₀ A √(m/(2πkT)) · (kT/m) = n₀ A √(kT/(2πm)).

The integral used here is ∫₀^∞ x exp(−bx²) dx = 1/(2b), with b = m/(2kT).

The result can be written with the mean speed v̄. The distribution of the speed v is 4πv²(b/π)^(3/2) exp(−bv²), and ∫₀^∞ v³ exp(−bv²) dv = 1/(2b²). Hence

v̄ = 4π (b/π)^(3/2) / (2b²) = 2/√(πb) = √(8kT/(πm)).

A quarter of this is √(8kT/(16πm)) = √(kT/(2πm)), the factor found above. The number crossing per second is therefore n₀C, with

C = A √(kT/(2πm)) = A v̄/4.

The quantity C is the conductance of the hole. It is a volume per time, like a pumping speed: the hole takes in the molecules contained in a volume C of reservoir gas each second.

With m = 3.347×10⁻²⁷ kg,

v̄ = √(8 · 1.381×10⁻²³ J/K · 300 K / (π · 3.347×10⁻²⁷ kg)) ≈ 1775 m/s,

C = 1.0×10⁻⁶ m² · 443.8 m/s = 4.438×10⁻⁴ m³/s = 0.4438 L/s.

**(b) Balance in the chamber**

Let n be the number density in the chamber. Without collisions near the hole, molecules cross it in the two directions independently. The inflow is Cn₀ and the backflow is Cn, with the same C because both sides have the same gas and temperature. The pump removes Sn molecules per second. The number of molecules in the chamber, Vn, thus obeys

V dn/dt = Cn₀ − Cn − Sn.

Multiply by kT and use the ideal gas law P = nkT on both sides of the foil:

V dP/dt = CP₀ − (S + C)P.

In the steady state the left side is zero, so

P_s = C P₀/(S + C).

To find the approach to this state, write CP₀ = (S + C)P_s in the balance:

V dP/dt = −(S + C)(P − P_s).

The difference P − P_s decays exponentially. If the chamber starts empty,

P(t) = P_s [1 − exp(−t/τ)], τ = V/(S + C).

The volume affects how long the chamber takes to settle, but not the steady pressure.

Since C and S enter as a ratio, both may be put in L/s:

P_s = 0.4438 · 5.0 Pa / (440 + 0.4438) = 5.038×10⁻³ Pa.

This is 3.78×10⁻⁵ Torr. The settling time is

τ = 20 L / (440.4438 L/s) = 45.4 ms.

After several τ the pressure is practically steady. Numerical integration of the molecule balance from an empty chamber over 25τ also gives 5.038×10⁻³ Pa.

The gas throughput, expressed as pressure times volume per second, is

Q = C(P₀ − P_s) = S P_s = 2.217×10⁻³ Pa m³/s.

Dividing by kT gives 5.35×10¹⁷ molecules per second.

If the backflow is dropped, the balance becomes CP₀ = SP and gives the short form P ≈ CP₀/S = 5.043×10⁻³ Pa. Its error relative to P_s follows from

(CP₀/S)/P_s − 1 = (S + C)/S − 1 = C/S.

Here this is 0.101 %. The short form is good when C is much smaller than S.

Two other cases show what the denominator S + C does. If the pump is shut off, S = 0 and P_s = P₀: the two sides come to equal pressure. If S = 2C, the full formula gives P_s = P₀/3, while the short form gives P₀/2, which is 50 % too high. A larger hole or a weaker pump can therefore make the backflow important.

**(c) Collisions near the hole**

First compare the hole with the mean free path λ, the average distance a molecule travels between collisions. Two hard spheres touch when their centres are a distance d apart, so the collision cross-section is σ = πd². A molecule collides on average nσḡ times per second, where ḡ is the mean relative speed.

Each component of the relative velocity is the difference of two independent components with variance kT/m. Its variance is therefore 2kT/m. This is a Maxwell distribution with kT/m doubled, so ḡ = √2 v̄. It follows that

λ = v̄/(nσ√2 v̄) = 1/(√2 πd²n) = kT/(√2 πd²P).

In the reservoir,

λ₀ = 1.381×10⁻²³ · 300 / (√2 π · (0.27×10⁻⁹)² · 5.0) m ≈ 2.6 mm.

The hole has radius a = √(A/π) and diameter 2a = 1.128 mm, so λ₀ is about 2.3 times the diameter. Most molecules pass the region near the hole without a collision, but not by a wide margin. Part (a) is an approximation that needs a correction. In the chamber the mean free path is about 2.5 m. This is much longer than the side of a 20 L cube, about 0.27 m, so a molecule usually crosses the chamber from wall to wall without hitting another one. Its mean stay τ, however, corresponds to a path v̄τ ≈ 80 m, several hundred crossings, so over the whole stay it still collides with other molecules about thirty times.

To estimate the correction, consider molecules that collide once and otherwise move in straight lines. This keeps the first order in a/λ₀. Suppose for the moment that the vacuum side is perfectly empty apart from the gas coming through the hole. The small backflow from the chamber is negligible for this estimate.

For a molecule on the reservoir side, let χ = 1 if its straight path leads into the hole, and χ = 0 otherwise. Let h = 1 if its straight path, traced backwards, comes out of the hole, and h = 0 otherwise. With vacuum behind the hole, molecules with h = 1 are missing from the reservoir gas. A collision of molecules 1 and 2 changes the number headed into the hole by

X = χ₁′ + χ₂′ − χ₁ − χ₂,

where primes denote values after the collision. Let g be the relative speed and let ⟨ ⟩ be an average over two Maxwell velocities and over the direction of scattering. Collisions at one place on the reservoir side change the flow, per volume, by

½ n₀²σ ⟨g (1 − h₁)(1 − h₂) X⟩.

The factor ½ avoids counting each pair twice. The factors in h leave out the missing molecules.

On the vacuum side, the gas near the hole consists of molecules that came through it. Their collisions can send some back. At the mirror-image point, with χ and h defined in the mirrored way, this changes the flow by

−½ n₀²σ ⟨g h₁h₂ (χ₁′ + χ₂′)⟩.

Now expand the reservoir term:

(1 − h₁)(1 − h₂) = 1 − h₁ − h₂ + h₁h₂.

The four parts are handled as follows.

1. The part with 1 describes a complete equilibrium gas. There each kind of collision is as frequent as its reverse, so ⟨gX⟩ = 0.
2. In the part with h₁h₂, both molecules are moving away from the hole before they collide. Then χ₁ = χ₂ = 0 and X = χ₁′ + χ₂′. This part cancels the vacuum-side term.
3. The parts with h₁ and h₂ are equal, because the labels of the two molecules may be exchanged. Together they give −n₀²σ⟨g h₁X⟩. Since χ₁ = 0 when h₁ = 1, this equals

n₀²σ ⟨g h₁ (χ₂ − χ₁′ − χ₂′)⟩.

This must be added up over all positions. The molecules with h₁ = 1 are those that would stream out of the hole into the reservoir if there were equilibrium gas behind it. Their number per second would be n₀Av̄/4, the same as the collision-free flow. Each spends a time ds/v₁ on a piece ds of its path. Dividing the total change by the collision-free flow therefore gives the relative gain

G = ⟨ ∫₀^∞ ds n₀σ (g/v₁)(χ₂ − χ₁′ − χ₂′) ⟩.

The average now runs over molecules leaving the hole, with the directions and speeds of an equilibrium outflow, and over their collision partners.

The formula has a direct meaning. With vacuum behind the hole, outgoing molecules are absent. They can no longer knock arriving molecules off course, which is the term χ₂. They also can no longer produce molecules that enter the hole by scattering, which is the pair of terms with primes. The first effect turns out to be larger here, so collisions increase the flow.

The flat wall around the hole does not alter this order. A molecule leaving that wall cannot go straight into the hole; it first needs another collision.

Evaluating G by random sampling of hard-sphere collisions gives 3.3 %, with a sampling error of 0.04 percentage points. The last digit is not fixed, and the value is best read as 3.2 to 3.3 %. Collisions within one mean free path along the outgoing path contribute 2.6 %. Farther away, further collisions become likely and the single-collision picture is less reliable. The two figures indicate the size of the effect, about 3 %, but they are not strict bounds.

The cancellation used above was also tested by counting the real collisions on both sides directly, within two hole radii of the centre. The direct count gives a gain of 1.81 %, and the formula restricted to the same region gives 1.80 %. Their joint sampling error is 0.05 percentage points.

Because C is much smaller than S, P_s is nearly proportional to C. A 3 % gain in flow thus raises the chamber pressure by nearly 3 %. At fixed T and hole size, the full first-order gain is proportional to n₀σ, and hence to P₀d². The estimate would lose its basis at reservoir pressures high enough to make λ₀ comparable with or smaller than a.

**(d) Foil thickness and outgassing**

A real hole is a short tube of length L. Molecules that strike its inner wall may return to the reservoir. Assume that they leave the wall diffusely, with no memory of their arrival direction, and that L is much smaller than a.

A wall element inside the tube then receives molecules from the reservoir in half of all the directions from which an equilibrium gas would strike it: those with v_z > 0. The arrival rate per area is half of n₀v̄/4. The wall area is 2πaL, while the entrance area is πa². The fraction of entering molecules that hit the wall is therefore

½ · 2πaL/(πa²) = L/a.

Diffuse emission is symmetric between the two ends, so to first order half of these molecules return. The transmitted fraction is

1 − L/(2a) = 1 − 0.020 mm / 1.128 mm = 0.9823.

Tracing one million molecules through such a tube, including repeated wall hits, gives 0.9826. The thickness lowers the conductance by about 1.8 %, which offsets part of the gain from collisions.

Gas released by the walls adds a constant source to the pressure balance. With release rate q per area and wall area A_w, the steady equation becomes

0 = CP₀ + qA_w − (S + C)P.

The added pressure is

qA_w/(S + C) = (1×10⁻⁶ · 0.5)/0.4404 Pa ≈ 1.1×10⁻⁶ Pa.

This is about 0.02 % of P_s. It assumes that the released gas is pumped at the same speed as hydrogen, which is sufficient for an estimate of size.

Combining the foil transmission with the two collision figures gives 5.08 mPa and 5.11 mPa. The idealized answer is 5.04 mPa; with these estimates it becomes **about 5.1 mPa**.

**Comparison with a real instrument**

The numbers resemble a residual gas analyser that samples the hydrogen background of an extreme-ultraviolet lithography tool. Such a background is roughly a few pascal, while an analyser with a hot filament typically needs less than roughly 10⁻² Pa. The hole and the pump provide this reduction.

The result also depends on the pump speed that is available at the chamber, which can be lower than the speed at the pump itself. Suppose the pump has speed S_p at its own inlet, where the pressure is P_p, and is joined to the chamber by a duct of conductance C_d. In the steady state the same throughput passes through both:

C_d(P − P_p) = S_pP_p, so P_p = C_dP/(C_d + S_p).

The effective speed at the chamber is the throughput divided by P:

S = S_pP_p/P = S_pC_d/(S_p + C_d).

If S_p and C_d are both 440 L/s, then S is 220 L/s. With the hole and the reservoir unchanged, the ideal pressure becomes

P_s = 0.4438 · 5.0 Pa / (220 + 0.4438) ≈ 10.1 mPa.

This doubling is far larger than the corrections in (c) and (d), and it would bring the chamber to the rough limit of the analyser. For such a design, the hydrogen speed at the chamber has to be known before corrections of a few per cent matter. The numerical output below lists the values for the original 440 L/s case.

Calculated quantities

```
INPUTS
reservoir pressure            5.0 Pa
temperature                   300 K
hole area                     1.0 mm2
pump speed for hydrogen       440 L/s
chamber volume                20 L
mass of H2                    3.3471e-27 kg
H2 diameter (rough)           0.27 nm
foil thickness                20 um
wall area                     0.5 m2
outgassing (rough)            1e-06 Pa m3/s per m2
IDEAL MODEL
mean speed                    1775.2 m/s
quarter of mean speed         443.79 m/s
hole conductance              0.4438 L/s
steady pressure               5.0380e-03 Pa
steady pressure               3.779e-05 Torr
pressure from time evolution  5.0380e-03 Pa
short form C*P0/S             5.0431e-03 Pa
relative error of short form  0.101 %
throughput                    2.2167e-03 Pa m3/s
molecules per second          5.352e+17 1/s
settling time V/(S+C)         45.4 ms
NEGLECTED EFFECTS
hole diameter                 1.128 mm
mean free path, reservoir     2.56 mm
mean free path / diameter     2.27
mean free path, chamber       2.54 m
collision gain, first order   3.3 %
  its sampling error          0.04 %
  part within one free path   2.6 %
near-hole gain, missing count 1.80 %
near-hole gain, direct count  1.81 %
  joint sampling error        0.05 %
foil transmission, formula    0.9823
foil transmission, traced     0.9826
outgassing pressure           1.1e-06 Pa
pressure with near gain, foil 5.08 mPa
pressure with full gain, foil 5.11 mPa
```
